# Comment on reading a negative electron affinity from the Hartree-Fock LUMO

**The argument under comment**

The manuscript wants the electron affinity of a neutral closed-shell system that does not bind an extra electron. Its example is the zinc atom in nonrelativistic restricted Hartree-Fock (HF) theory. In the def2-TZVP basis the LUMO energy is $\varepsilon_{\rm LUMO}=0.0566$ hartree. The manuscript then releases all contractions of the basis, which raises the number of functions from 41 to 88, and finds 0.0564 hartree. It concludes that the LUMO energy has converged and that the electron affinity is $-\varepsilon_{\rm LUMO}\approx-1.54$ eV.

(The f functions of the basis are left out here and below. In a spherical closed-shell atom they cannot mix with s, p or d orbitals.)

The first step of the argument, from an orbital energy to an energy difference, is sound within its approximation. The claim of convergence is not. The question to settle is where $\varepsilon_{\rm LUMO}$ goes when the basis grows outward as well as inward.

**What the LUMO energy measures**

I use Hartree atomic units and real orbitals. Let $M=N/2$ orbitals $\phi_i$ be doubly occupied, and let $h$ be the kinetic energy plus the nuclear attraction. With Coulomb integrals $J_{ij}$ and exchange integrals $K_{ij}$, the energy is

$$E_N=2\sum_i h_{ii}+\sum_{ij}(2J_{ij}-K_{ij}).$$

Put one more electron into a virtual orbital $a$ and leave the other orbitals frozen. The new electron brings $h_{aa}$, a repulsion $J_{ai}$ from each of the two electrons in $\phi_i$, and an exchange term $-K_{ai}$ from the one with parallel spin:

$$E_{N+1}^{\rm frozen}-E_N=h_{aa}+\sum_i(2J_{ai}-K_{ai})=\varepsilon_a .$$

The right-hand side is the expectation value of the Fock operator $F$ in orbital $a$. With the affinity defined as $E_N-E_{N+1}$ at fixed nuclei, $-\varepsilon_a$ is therefore a frozen-orbital affinity. The two sides, computed separately for zinc in the manuscript's basis, are both 0.05662 hartree.

The identity holds in any basis, but it does not say that the orbital $a$ describes an anion. An electron in $a$ feels all $N$ electrons, so far from a neutral system it feels no net charge. For an atom with its frozen spherical density, nothing at long range holds it back. A polar molecule keeps a charge-dipole attraction, which can bind a virtual level. That case is excluded by the assumption made next.

**The LUMO energy cannot fall below zero**

This statement needs an assumption: $F$, built from the occupied orbitals of the basis in use, has exactly $M$ negative eigenvalues in the full space, and the $M$ occupied orbitals are the lowest $M$ in the basis. In other words, there is no bound virtual level.

Let $W$ be the space spanned by the lowest $M+1$ orbitals of the basis. Its dimension exceeds $M$ by one, so it contains a normalized function $w$ orthogonal to all $M$ negative eigenfunctions of the full $F$. On such a function $\langle w|F|w\rangle\ge0$. But no normalized function in $W$ has an expectation value above the highest orbital energy in $W$, which is $\varepsilon_{\rm LUMO}$. Hence

$$0\le\langle w|F|w\rangle\le\varepsilon_{\rm LUMO}.$$

The assumption concerns HF levels, not the exact anion. Suppose that the exact theory does not bind, so that no state of $N+1$ electrons lies below $E_N^{\rm exact}$. The frozen determinant then obeys $E_N+\varepsilon_{\rm LUMO}\ge E_N^{\rm exact}$, or

$$\varepsilon_{\rm LUMO}\ge E_N^{\rm exact}-E_N .$$

The right-hand side is the correlation energy, which is negative, minus the basis-set error of $E_N$, which is positive. It is therefore negative, so exact non-binding alone does not exclude a negative LUMO energy. If instead no determinant of $N+1$ electrons in the same basis lies below $E_N$, the identity gives $\varepsilon_{\rm LUMO}\ge0$ at once.

For zinc, a basis with four added diffuse sets each of s, p and d type gives 15 negative levels for 15 occupied orbitals. This supports the assumption but does not prove it.

**A diffuse function pulls it down to zero**

Add to the basis the normalized Gaussian

$$g(r)=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2}.$$

In the density $g^2\propto e^{-2\alpha r^2}$ each coordinate has variance $1/(4\alpha)$, so $\langle r^2\rangle_g=3/(4\alpha)$. Since $\nabla g=-2\alpha\mathbf r\,g$, the kinetic energy is

$$\tfrac12\int|\nabla g|^2d^3r=2\alpha^2\langle r^2\rangle_g=\tfrac32\alpha .$$

Next comes the local potential $v$ of the nucleus and the electron density. For a neutral atom the nuclear charge can be shared out, one unit to each electron. An electron at distance $s$ from the nucleus, averaged over angles, together with its unit of nuclear charge, gives the potential energy $1/s-1/r$ for $r<s$ and zero for $r>s$. Its volume integral is

$$\int_0^s\left(\frac1s-\frac1r\right)4\pi r^2dr=4\pi\left(\frac{s^2}{3}-\frac{s^2}{2}\right)=-\frac{2\pi}{3}s^2 .$$

For small $\alpha$, $g^2$ is nearly constant over the atom and equal to $(2\alpha/\pi)^{3/2}$. Summing over the electrons gives, to leading order,

$$\langle g|v|g\rangle=-\frac{2\pi}{3}\langle r^2\rangle\left(\frac{2\alpha}{\pi}\right)^{3/2},$$

where $\langle r^2\rangle$ is the sum over all electrons.

The exchange energy contains $g$ twice, each time multiplied by an occupied orbital. Since $g\le(2\alpha/\pi)^{3/4}$ everywhere, it too is of order $\alpha^{3/2}$.

Finally, $g$ must be made orthogonal to the occupied orbitals. Let $o_i=\langle\phi_i|g\rangle$ and $u=g-\sum_i o_i\phi_i$. Because $g$ belongs to the basis, $\langle g|F|\phi_i\rangle=\varepsilon_i o_i$. Therefore

$$\langle u|F|u\rangle=\langle g|F|g\rangle-2\sum_i\varepsilon_i o_i^2+\sum_i\varepsilon_i o_i^2=\langle g|F|g\rangle-\sum_i\varepsilon_i o_i^2,$$

and $\langle u|u\rangle=1-\sum_i o_i^2$. Each $o_i^2$ is again of order $\alpha^{3/2}$. The LUMO energy is the lowest expectation value among normalized basis functions orthogonal to the occupied orbitals, so

$$\varepsilon_{\rm LUMO}\le\frac{\langle u|F|u\rangle}{\langle u|u\rangle}=\tfrac32\alpha+C\alpha^{3/2}+\dots$$

Here $C$ depends on the occupied orbitals, which are taken to keep a finite extent as the basis grows. Together with the lower bound, this forces $\varepsilon_{\rm LUMO}\to0$ from above as $\alpha\to0$.

For a neutral molecule, $g^2$ is still spherical, so the angular average of $v$ about the centre of $g$ is all that matters. The shell integral then applies to every charge, with nucleus $A$ at distance $R_A$ entering with weight $-Z_A$. The result is that $\langle r^2\rangle$ is replaced by $\langle r^2\rangle-\sum_A Z_AR_A^2$. The power of $\alpha$ is the same, and so is the conclusion.

The size of these terms can be checked for zinc with $\alpha=3.906\times10^{-6}$ bohr$^{-2}$ and $\langle r^2\rangle=35.01$ bohr$^2$:

- The kinetic energy is $1.5\alpha=5.859\times10^{-6}$ hartree.
- The local term is $-73.32\times3.922\times10^{-9}=-2.875\times10^{-7}$ hartree, in agreement with the directly computed integral.
- The full quotient is $6.088\times10^{-6}$ hartree. It exceeds the kinetic energy by $2.29\times10^{-7}$ hartree, which gives $C\approx29.6$. An exponent four times larger gives the same $C$ to this accuracy. These values belong to the basis used; near the HF basis-set limit $\langle r^2\rangle=34.98$ bohr$^2$ and $C\approx29.7$.

The correction is positive although the local term is negative. Exchange also lowers the energy, and the denominator matters only at order $\alpha^{5/2}$. The positive sign therefore comes from $-\sum_i\varepsilon_io_i^2$, the cost of staying orthogonal to the occupied orbitals.

**The manuscript's example, continued outward**

I add $n$ s functions and $n$ p sets with exponents 0.016, 0.004, 0.001 bohr$^{-2}$ and so on, each a quarter of the one before. The table gives the lowest virtual s and p levels in hartree. The LUMO is the lower of the two. The last column is the lowest kinetic-energy eigenvalue among the s functions of the same basis, the energy of a free electron confined by the basis alone.

| $n$ | virtual s | virtual p | free s |
|---|---|---|---|
| 0 | 2.417e-1 | 5.662e-2 | 6.693e-2 |
| 1 | 4.170e-2 | 2.664e-2 | 2.078e-2 |
| 2 | 7.624e-3 | 8.883e-3 | 5.408e-3 |
| 4 | 3.691e-4 | 5.925e-4 | 3.409e-4 |
| 6 | 2.173e-5 | 3.707e-5 | 2.131e-5 |
| 8 | 1.338e-6 | 2.317e-6 | 1.332e-6 |

The first diffuse layer cuts the supposed affinity from $-1.54$ to $-0.72$ eV. With eight layers it is $-3.6\times10^{-5}$ eV. The LUMO even changes its symmetry on the way, from p to s at $n=2$.

The last steps divide the LUMO energy by 4.08, 4.04 and 4.02. This is the behaviour of kinetic energy: stretching all lengths by two divides every exponent and every kinetic energy by four. The virtual s level lies above the free level by 2.0, 1.0 and 0.5 per cent of the latter at $n=6$, 7 and 8. The excess halves when $\alpha$ is quartered, as expected of an $\alpha^{3/2}$ correction relative to a leading term in $\alpha$. In this limit the number reports the reach of the basis and hardly anything about zinc.

**Why the manuscript's convergence test passed**

Decontraction adds freedom but no new exponents, so the basis reaches no farther than before. It lowers the total energy by 0.0035 hartree and the LUMO by 0.0002 hartree. One diffuse layer lowers the LUMO by $0.0566-0.0266=0.0300$ hartree, about 160 times as much.

The occupied orbitals give no warning. From $n=0$ to $n=8$ the total energy falls by only $5\times10^{-5}$ hartree, and the HOMO stays at $-0.293$ hartree. (The total energy is still about 0.04 hartree above the HF limit, an error that diffuse functions do not remove.) A basis can thus reach far enough for the occupied orbitals of the neutral atom while its LUMO energy still depends strongly on how far its outermost functions reach. A convergence test for the LUMO has to lower the smallest exponent.

**What may be concluded about the affinity**

Since $E_N+\varepsilon_{\rm LUMO}$ is the energy of an allowed determinant and $\varepsilon_{\rm LUMO}$ can be made as small as desired, the infimum of the HF energy for $N+1$ electrons is not above $E_N$. An HF affinity defined by that infimum cannot be negative. When nothing binds, and $E_N$ is the lowest HF energy of the neutral system, it is zero, and the "anion" is the neutral system with an electron far away.

A negative affinity can still have a meaning as the energy of a temporary anion, in which the electron stays near the system for a finite time and then leaves. Such a state lies within the continuum and is not the lowest level of an outward-growing basis. It needs a method that separates it from the freely moving electron. The LUMO energy at one chosen basis does not do this.

Conversely, a LUMO limit of zero does not rule out a stable anion. Relaxation of the orbitals and correlation are absent from $\varepsilon_{\rm LUMO}$, and either may supply the binding.

**A case where the reading works**

The LUMO energy has a limit that belongs to the system when the Fock operator has a bound virtual level. How close it comes to the relaxed HF value has to be checked case by case. Zn$^{2+}$ attracts an added electron at long range with potential energy $-2/r$. Its LUMO energy is $-0.60625$ hartree in the starting basis, $-0.60635$ with three diffuse layers and still $-0.60635$ with six. This orbital energy of $-16.50$ eV is converged with respect to the outward extension of the basis, but it still carries the ordinary error of the inner basis. Near the HF basis-set limit it is $-0.6054$ hartree, or $-16.47$ eV, a shift of 0.03 eV.

Letting the orbitals relax, with unrestricted HF for Zn$^+$, gives $E({\rm Zn}^+)-E({\rm Zn}^{2+})=-16.59$ eV in the same basis and $-16.57$ eV near the basis-set limit. This is lower than the orbital energy, as a variational relaxation must be, by about 0.09 eV. Both values leave out correlation and relativity. Here $-\varepsilon_{\rm LUMO}$ does approximate an HF affinity, because the orbital is held by the ion and not by the edge of the basis.

**Recommendation**

The value $-1.54$ eV should be withdrawn as an electron affinity of zinc. The manuscript may report that it finds no bound virtual level at the HF level, with the outward sequence as evidence. If the temporary anion is the real subject, it has to be computed as a resonance. The numerical check that accompanies this comment contains the full sequence.

## Calculated quantities

```
Zn atom, HF, def2-TZVP without f, plus n diffuse s and p
smallest s exponent of starting basis: 0.05144 bohr^-2
smallest p exponent of starting basis: 0.04777 bohr^-2
energies in hartree; free = lowest kinetic level, same basis
n  alpha_min(bohr^-2)  LUMO  virtual s  virtual p  free s
0  start  5.6620e-02  2.4169e-01  5.6620e-02  6.6934e-02
1  1.600e-02  2.6638e-02  4.1700e-02  2.6638e-02  2.0777e-02
2  4.000e-03  7.6240e-03  7.6240e-03  8.8827e-03  5.4083e-03
3  1.000e-03  1.6016e-03  1.6016e-03  2.3537e-03  1.3617e-03
4  2.500e-04  3.6907e-04  3.6907e-04  5.9247e-04  3.4086e-04
5  6.250e-05  8.8635e-05  8.8635e-05  1.4825e-04  8.5235e-05
6  1.563e-05  2.1728e-05  2.1728e-05  3.7067e-05  2.1310e-05
7  3.906e-06  5.3793e-06  5.3793e-06  9.2669e-06  5.3274e-06
8  9.766e-07  1.3383e-06  1.3383e-06  2.3167e-06  1.3319e-06
LUMO in eV: n=0 1.5407, n=1 0.7248, n=8 3.642e-05
LUMO(n-1)/LUMO(n) for n=5..8: 4.164 4.079 4.039 4.019
virtual s / free s for n=5..8: 1.0399 1.0197 1.0097 1.0049
n=0: HOMO -0.292746 hartree, total energy -1777.807066 hartree
n=1: HOMO -0.292937 hartree, total energy -1777.807108 hartree
n=8: HOMO -0.292924 hartree, total energy -1777.807115 hartree
n=0: frozen E(N+1)-E(N) = 0.0566195 hartree, LUMO = 0.0566195 hartree
n=2: frozen E(N+1)-E(N) = 0.0076240 hartree, LUMO = 0.0076240 hartree
negative levels with 4 diffuse s, p, d: 15; occupied: 15
functions: start 41, decontracted 88
decontracted basis: LUMO 0.056434 hartree, total energy -1777.810604 hartree
sum of r^2 over the electrons: 35.008 bohr^2
single Gaussian, alpha = 1.5625e-05 bohr^-2:
  kinetic energy 2.34375e-05 hartree
  local potential -2.2999e-06, formula -2.3003e-06 hartree
  projected mean of F 2.52645e-05 hartree
  coefficient C of alpha^(3/2): 29.581 hartree bohr^3
single Gaussian, alpha = 3.9063e-06 bohr^-2:
  kinetic energy 5.85937e-06 hartree
  local potential -2.8752e-07, formula -2.8753e-07 hartree
  projected mean of F 6.08797e-06 hartree
  coefficient C of alpha^(3/2): 29.609 hartree bohr^3
Zn2+ LUMO, n=0: -0.606251 hartree
Zn2+ LUMO, n=3: -0.606352 hartree
Zn2+ LUMO, n=6: -0.606353 hartree
Zn2+ LUMO, n=6, in eV: -16.500
relaxed E(Zn+)-E(Zn2+), n=3: -0.609731 hartree = -16.592 eV
```
